# Why the phase time saturates and the Büttiker–Landauer time does not, part 2

A particle of energy $E$ meets a rectangular barrier, $V=V_0$ on $0<x<d$ and zero outside. Its phase time $\tau_g$ saturates as $d$ grows, yet when the barrier height oscillates at frequency $\omega$, the transmitted wave leaves its adiabatic response at a frequency that falls as $1/d$. The question is what sets that frequency.

Rydberg units are used: $\hbar=1$, $m=\tfrac12$, $H=-\partial_x^2+V$, $E=k^2$, velocity $2k$, times in $\hbar/\mathrm{Ry}$. With $\kappa^2=V_0-E$, the Büttiker–Landauer time is $\tau_{BL}=d/2\kappa$. The static state $\psi$ is $e^{ikx}+re^{-ikx}$ on the left and $Te^{ik(x-d)}$ on the right; $\partial_V\equiv\partial/\partial V_0$.

The phase times are $\tau_T=\partial_E\arg T$ and $\tau_r=\partial_E\arg r$, both equal to $\tau_g$ for the rectangle; the dwell time is $\tau_d=\int_0^d|\psi|^2dx/2k$. For any real barrier on $(0,d)$,
$$\tau_d=|T|^2\tau_T+|r|^2\tau_r+\frac{\mathrm{Im}\,r}{2E}.\tag{1}$$
For the rectangle,
$$\tau_g=\tau_d+\tau_i,\qquad \tau_i=-\frac{\mathrm{Im}\,r}{2E},\tag{2}$$
where $2k\tau_i$ is the excess probability in front of the barrier over two non-interfering beams (the front integral). With dwell times $\tau_{dL},\tau_{dR}$ for left and right incidence, and $r'$ the reflection amplitude from the right,
$$\tau_T=\tfrac12(\tau_{dL}+\tau_{dR})-\frac{\mathrm{Im}(r+r')}{4E}.\tag{3}$$
For a thick two-step barrier with decay constants $\kappa_1,\kappa_2$ this is $\tfrac12[1/k\kappa_1+1/k\kappa_2]$. For the rectangle also
$$\partial_V\ln T=-\partial_E\ln T-\frac{r}{2E},\tag{4}$$
$$\tau_g=\frac{V_0^2\sinh2\kappa d+2\kappa d\,k^2(\kappa^2-k^2)}{2k\kappa D},\tag{5}$$
with $D=4k^2\kappa^2+V_0^2\sinh^2\kappa d$. For $\kappa d\gg1$, $|T|\simeq(4k\kappa/V_0)e^{-\kappa d}$, $\tau_d\to k/\kappa V_0$, $\tau_i\to\kappa/kV_0$, $\tau_g\to\tau_\infty=1/k\kappa$, and
$$k\kappa\,\tau_g-1\simeq e^{-2\kappa d}\Big[\frac{4\kappa d\,k^2(\kappa^2-k^2)}{V_0^2}+2-\frac{16k^2\kappa^2}{V_0^2}\Big].\tag{6}$$
With $\partial_E\ln T=\tau_a+i\tau_g\equiv s$,
$$\tau_a\simeq\tau_{BL}+\frac1{2E}-\frac1{2\kappa^2}.\tag{7}$$

A narrow packet of incident amplitude $e^{-\epsilon^2/4\sigma^2}$, $\epsilon=E'-E$, is shifted in energy by $2\sigma^2\tau_a$, and its peak leaves at $\tau_g+2\sigma^2\tau_a\,\partial_E\tau_g+\sigma^2\partial_E^2\tau_g$. Over-barrier components take over on the scale $d_c=\kappa^3/4\sigma^2$, at $1.09\,d_c$ by exponents alone. For a packet $\phi(k)$ started at $x=-L$, the time-integrated barrier probability is $\int|\phi|^2\tau_d\,dk$; the mean exit time is $\langle\tau_g+L/2k\rangle$ with flux weight $k|\beta|^2dE\propto|\phi T|^2dk$, where $\beta=\phi T/(2k\sqrt{2\pi})$.

## The modulated barrier

Let the height be $V_0+V_1\cos\omega t$, uniform over $(0,d)$, with static leads. Inserting $\Psi=\sum_n\psi_n(x)e^{-i(E+n\omega)t}$ in $i\partial_t\Psi=H\Psi$ and collecting each frequency gives, inside,
$$-\psi_n''+(\kappa^2-n\omega)\psi_n+\tfrac12V_1(\psi_{n-1}+\psi_{n+1})=0 .$$
To first order in $V_1$, $\psi_0$ is the static state and $\psi_\pm$ obeys $-\psi_\pm''+\kappa_\pm^2\psi_\pm=-\tfrac12V_1\psi_0$, with $\kappa_\pm^2=\kappa^2\mp\omega$, $k_\pm^2=E\pm\omega$. Since $\psi_0''=\kappa^2\psi_0$, the trial $c\psi_0$ gives $\mp\omega c=-V_1/2$, so $c=\pm V_1/2\omega$ and $\psi_\pm=c\psi_0+\chi$, with $\chi$ a static interior solution at $E\pm\omega$.

A wave with incoming amplitude $a_L$ from the left has $\chi'+ik_\pm\chi=2ik_\pm a_L$ at $0$; one with $a_R$ from the right has $\chi'-ik_\pm\chi=-2ik_\pm a_R$ at $d$. The sidebands are outgoing, so these combinations vanish for $\psi_\pm$. For $\psi_0$ they equal $2ik+i(k_\pm-k)(1+r)$ and $i(k-k_\pm)T$. Therefore
$$a_L=-c\,\frac{2k+(k_\pm-k)(1+r)}{2k_\pm},\qquad a_R=c\,\frac{(k-k_\pm)T}{2k_\pm}.$$
With $T_\pm,r_\pm$ the static amplitudes at $E\pm\omega$, the values of $\psi_\pm$ at $d$ and $0$ are
$$T^{(\pm)}=cT+a_LT_\pm+a_R(1+r_\pm),\qquad r^{(\pm)}=c(1+r)+a_L(1+r_\pm)+a_RT_\pm.\tag{8}$$
Write $T^{(\pm)}=c[A_\pm T-B_\pm T_\pm]$. With $(k_\pm-k)/k\simeq\pm\omega/2E$ and $\beta_0=(1+r)/4E$,
$$A_\pm\simeq1\mp\omega\beta_0,\qquad B_\pm\simeq1\mp\frac{\omega}{2E}\pm\omega\beta_0 .$$

In the slow limit $T_\pm\simeq T(1\pm\omega s)$, so $A_\pm T-B_\pm T_\pm\simeq\mp\omega T[s+2\beta_0-1/2E]=\mp\omega T[s+r/2E]$. By (4), $T^{(\pm)}\to\tfrac12V_1\partial_VT$, the Fourier coefficient of the instantaneous $T(V_0+V_1\cos\omega t)$. Put $\partial_V\ln T=-(\tau_z+i\tau_d)$; differentiating the opaque $\ln|T|$ with $\partial_V\kappa=1/2\kappa$ gives $\tau_z\simeq\tau_{BL}+1/V_0-1/2\kappa^2$. The same instantaneous argument gives $r^{(\pm)}\to\tfrac12V_1\partial_Vr$. In an opaque barrier $|r|\to1$ and $\partial_V\arg r=-\tau_d$, so $|r^{(\pm)}|\to V_1\tau_d/2$.

Now let $d$ grow at fixed $x=\omega\tau_{BL}$. Then $A_\pm,B_\pm\to1$, and $T_\pm/T\to e^{(\kappa-\kappa_\pm)d}$ with
$$(\kappa-\kappa_\pm)d=\pm\frac{\omega d}{2\kappa}+\frac{\omega^2d}{8\kappa^3}+\dots=\pm x+\frac{x^2}{4\kappa^2\tau_{BL}}+\dots$$
The sideband fluxes $P_\pm=(k_\pm/k)|T^{(\pm)}|^2$ become
$$\frac{P_\pm}{|T|^2}\simeq\Big(\frac{V_1}{2\omega}\Big)^2(e^{\pm x}-1)^2,\qquad\frac{P_+-P_-}{P_++P_-}\simeq\tanh x,\tag{9}$$
because $1-e^{-x}=e^{-x}(e^x-1)$ makes $P_+/P_-=e^{2x}$. The conditions are $\kappa d\gg1$; $\omega\ll E,\kappa^2$; $x^2\ll\kappa d$, since $4\kappa^2\tau_{BL}=2\kappa d$; and $(V_1/2\omega)(e^x-1)\ll1$, so that the sideband is small beside the carrier. For the asymmetry to equal $\tanh x$ in relative terms at small $x$, $E\tau_{BL}\gg1$ is needed as well, since (10) below gives $x(1+1/2E\tau_{BL})$ there. For $x\ll1$ both sidebands have $(V_1\tau_{BL}/2)^2$, the adiabatic result; for $x\gg1$ absorption dominates by $e^{2x}$. In the same limit $T^{(+)}/T+(T^{(-)}/T)^*\simeq-(V_1/\omega)\sinh x$, so the relative modulation of the exit current is $-2V_1\tau_{BL}(\sinh x/x)\cos\omega t$: past the crossover it grows beyond the adiabatic value. The statement about the current needs one more condition, that the carrier holds the transmitted flux. Absorption of $m\simeq\kappa^2/\omega$ quanta at the entrance face lifts the wave over the barrier with an amplitude, relative to the static $T$, of order $(V_1/2\omega)^me^{\kappa d}/m!$, and this must be small too. For $E=0.5$ Ry, $V_0=0.75$ Ry, $d=410$ bohr, $x=5$ and $(V_1/2\omega)(e^x-1)=0.1$, $P_+$ is within 11% of (9), yet the total transmitted flux is about $10^4$ times the static one, the largest part in channel $n=21$. With 0.02 in place of 0.1 the carrier dominates and the modulation is within about 5% of the formula.

The structure $c(T-T_\pm)$ explains the crossover. The term $cT$ decays with $\kappa$ over the whole width and joins the sideband at the exit face; the term $-cT_\pm$ is sourced at the entrance face and decays with $\kappa_\pm$. Their ratio accumulates over the width, and $\tau_{BL}$ is its rate with $\omega$. In $r^{(\pm)}$ the term $a_RT_\pm$ is of order $e^{-(\kappa+\kappa_\pm)d}$ and the rest involves $r,r_\pm$, so for $E+\omega<V_0$ the reflected sidebands lose their dependence on $d$ once $\kappa_+d\gg1$.

The next order shows how slowly (9) is reached. Write $\tau=\tau_{BL}$, $s=\tau+\delta$ with $\mathrm{Re}\,\delta=1/2E-1/2\kappa^2$ from (7), $\gamma=1/4\kappa^2$, $\alpha=\delta-1/2E+\beta_0$. Then $B_\pm T_\pm/T\simeq e^{\pm x}[1\pm x\alpha/\tau+\gamma x^2/\tau]$ and $A_\pm=1\mp x\beta_0/\tau$, so
$$-\frac{T^{(+)}}{cT}=(e^x-1)\Big[1+\frac{e^x(x\alpha+\gamma x^2)+x\beta_0}{(e^x-1)\tau}\Big],$$
$$\frac{T^{(-)}}{cT}=(1-e^{-x})\Big[1+\frac{x\alpha-\gamma x^2+e^xx\beta_0}{(e^x-1)\tau}\Big].$$
The numerators differ by $x(\alpha-\beta_0)(e^x-1)+\gamma x^2(e^x+1)$. At this order the real part counts, twice, in the logarithm of the squared modulus, and $\mathrm{Re}(\alpha-\beta_0)=-1/2\kappa^2$. The flux factor adds $\ln(k_+/k_-)\simeq\omega/E=x/E\tau$. With $(e^x+1)/(e^x-1)=\coth(x/2)$,
$$\ln\frac{P_+}{P_-}\simeq2x+\frac{\Delta(x)}{\tau_{BL}},\qquad\Delta=x\Big(\frac1E-\frac1{\kappa^2}\Big)+\frac{x^2\coth(x/2)}{2\kappa^2}.\tag{10}$$

Both times are parts of the one number $\partial_E\ln T=\tau_a+i\tau_g$. In an opaque barrier the imaginary part is a surface quantity, because both terms of (2) saturate, while the real part carries the term linear in $d$. In (9) $\tau_{BL}$ enters as a real exponent, a growth of magnitude and not a delay, so the crossover fixes a frequency scale without showing that a particle spends $\tau_{BL}$ inside.

## The numbers

The parameters are round model values: $E=0.5$ Ry, $V_0=0.75$ Ry, $d=10$ bohr, so $k=0.70711$ and $\kappa=0.5$ bohr$^{-1}$, $\kappa d=5$. The model is one-dimensional, unbiased and sharp-edged, without image potential. The reference values, listed in the numerical output below, come from direct integration of the Schrödinger equation, finite differences, time propagation and diagonalization of the channel equations; the scan of $\tau_g$ over $d$ and the spectral sums for packets use the closed forms, themselves checked against the integration.

Integration gives $|T|^2=1.614\times10^{-4}$ and $r=0.33328-0.94274i$. Then $\tau_i=0.94274/(2\times0.5)=0.9427$, quadrature gives $\tau_d=1.8849$, and the sum $2.8277$ is the finite-difference $\tau_g=2.8277$ (0.137 fs). The limit is $1/(0.70711\times0.5)=2.8284$, two thirds of it from the barrier. The bracket in (6) is $-4.444+2-3.556=-6$, so $\tau_g-\tau_\infty=-6\times2.8284\,e^{-10}=-7.705\times10^{-4}$, against $-7.704\times10^{-4}$ computed. From $d=1$ to $40$ bohr $\tau_g$ runs through 1.16, 1.98 ($d=2$), 2.76 ($d=5$) to 2.8284, while $\tau_{BL}$ rises from 1 to 40. At $d=10$ bohr, $\tau_{BL}=10$ (0.484 fs) and free flight takes 7.07. The width $c\tau_\infty=274.07\times2.8284=775$ bohr. Relations (2) and (4), the closed forms and the front integral (with a Gaussian cutoff) were tested on four barriers, one with $E>V_0$; (1) and (3) on two asymmetric ones. For the steps 0.75 and 1.0 Ry, $\tau_T=2.4142$ equals the two-face average, while (2) applied to left incidence alone would give 2.8284.

For $\sigma=0.005$ Ry the energy shift is $2\times(0.005)^2\times8.9995=4.50\times10^{-4}$ Ry, as found, and the peak delays are 2.8297, 2.8319, 2.8348 for $d=10,20,40$ bohr. Of the rise from $d=10$ to 20 bohr, 0.0008 is the static approach (6); the rest is the filter: $\partial_E\tau_\infty=\tau_\infty(1/2\kappa^2-1/2E)=2.83$, and between $d=20$ and 40 bohr the shift grows by $(1.957-0.952)\times10^{-3}$ Ry, which predicts 0.0028 against 0.0029 seen. The width-independent term has $\partial_E^2\tau_\infty=\tau_\infty[(1/2\kappa^2-1/2E)^2+1/2\kappa^4+1/2E^2]=11\tau_\infty=31.1$, so $\sigma^2\partial_E^2\tau_\infty=0.0008$, and at $d=20$ bohr $2.8284+0.0027+0.0008=2.8319$, as found. For $\sigma=0.03$ Ry, $d_c=0.125/0.0036=34.7$ bohr. With the weight $|\beta|^2dE$ (density at the exit face), the over-barrier share at $d_c/2$ is $6\times10^{-12}$ and the mean delay 2.95; the flux weight $k|\beta|^2dE$ gives $8\times10^{-12}$ and 2.96. At $2d_c$ both weights give a share of 0.997 and a delay of about 2500. The flux share passes one half at $1.32\,d_c$ (at $1.20\,d_c$ for $\sigma=0.02$ Ry), later than the estimate $1.09\,d_c$, which omits the prefactors. A propagated packet ($\sigma_x=20$, $L=140$ bohr) gives a time-integrated barrier probability 1.9074 against $\langle\tau_d\rangle=1.9069$, and a delay 2.975 against $\langle\tau_g\rangle=2.936$. The difference 0.04 is $4\times10^{-4}$ of the subtracted flight time, about $140/1.414=99$; it is grid dispersion. With space step $h=0.05$ bohr and time step $\Delta t=0.05$ the group velocity is low by the fraction $k^2h^2/6+(E\Delta t/2)^2=3.6\times10^{-4}$. The stationary states of that lattice give a delay of 2.9745, which falls to 2.945 and 2.938 when both steps are halved once and twice.

At low frequency $2|T^{(+)}/T|/V_1=9.53$, against $\sqrt{9.333^2+1.885^2}=9.52$, while $2|r^{(+)}|/V_1=1.885=\tau_d$: one modulation shows the long time in transmission and the short one in reflection. At $\omega=0.05$ Ry the reflected sidebands are the same to the six printed figures for $d=20$ and 40 bohr, while the transmitted asymmetry goes from 0.78 to 0.97.

For $\omega=0.1$ Ry (1.36 eV, $x=1$) and $V_1=0.002$ Ry, $V_1/2\omega=0.01$, and (9) gives $10^{-4}(e-1)^2=2.95\times10^{-4}$ and $10^{-4}(1-e^{-1})^2=4.00\times10^{-5}$. The channel calculation gives $2.983\times10^{-4}$ and $3.595\times10^{-5}$, and (8) reproduces both to a relative difference below $3\times10^{-4}$. The asymmetry is $(2.983-0.359)/(2.983+0.359)=0.785$, near $\tanh1=0.762$ and far from $\tanh\omega\tau_g=0.275$. The ratio $|T_+/T|=2.62$ lies near $e$ through opposing corrections: $(\kappa-\kappa_+)d=1.127$ gives 3.086, and the prefactor $k_+\kappa_+/k\kappa=0.7746\times0.3873/0.35355=0.849$ lowers it to 2.62.

Formula (10) does not improve on (9) here. With $\Delta(1)=2.328$ it predicts $\tanh(1+2.328/20)=0.806$, which overshoots 0.785 by about as much as $\tanh1$ undershoots. At this width $\omega/\kappa^2=0.4$ is not small. The formula itself holds: extrapolated in $1/d$, the channel results give $\Delta=1.0415$, 2.3280, 6.504 at $x=0.5,1,2$, against 1.0415, 2.3279, 6.504. The crossover $\omega_c$, defined by an asymmetry of $\tanh1$, shows the approach. Setting (10) equal to 2 predicts $1-\omega_c\tau_{BL}\simeq1.164/\tau_{BL}$.

| $d$ (bohr) | $\omega_c$ (Ry) | $\omega_c\tau_{BL}$ | predicted | $\omega_c\tau_g$ |
|---|---|---|---|---|
| 10 | 0.0947 | 0.947 | 0.884 | 0.268 |
| 20 | 0.0479 | 0.958 | 0.942 | 0.136 |
| 40 | 0.0244 | 0.975 | 0.971 | 0.069 |
| 80 | 0.0123 | 0.987 | 0.985 | 0.035 |

Over a factor of eight in width $\omega_c\tau_{BL}$ stays within 6% of unity, while $\omega_c\tau_g$ falls by a factor $0.268/0.035\approx7.7$.

## Calculated quantities

```
time unit = 0.048378 fs; 1 Ry = 13.6057 eV; c = 274.072 bohr Ry/hbar
E=0.5 Ry V0=0.75 Ry d=10.0 bohr w=0.1 Ry V1=0.002 Ry; times in hbar/Ry
k=0.70711 /bohr kappa=0.50000 /bohr kappa*d=5.000
T=0.011978+0.004235i |T|^2=1.6141e-04 r=0.33328-0.94274i
tau_g=2.82766 (0.1368 fs) tau_d=1.88491 tau_i=0.94274
limits: tau_g 2.82843 tau_d 1.88562 tau_i 0.94281 E/V0 0.6667
tau_g-limit=-7.704e-04, asymptotic formula -7.705e-04
tau_BL=10.0000 (0.4838 fs) tau_a=8.9995 (limit 9.0000)
tau_z=9.3327 (limit 9.3333); 1/tau_BL=0.1000 Ry (1.361 eV)
free time d/2k=7.0711; c/(k kappa)=775.2 bohr
d=   1 bohr: tau_g=1.1614 tau_d=0.6840 tau_i=0.4774 tau_BL=1.00
d=   2 bohr: tau_g=1.9827 tau_d=1.2295 tau_i=0.7532 tau_BL=2.00
d=   5 bohr: tau_g=2.7569 tau_d=1.8240 tau_i=0.9329 tau_BL=5.00
d=  20 bohr: tau_g=2.8284 tau_d=1.8856 tau_i=0.9428 tau_BL=20.00
d=  40 bohr: tau_g=2.8284 tau_d=1.8856 tau_i=0.9428 tau_BL=40.00
two-step (0.75,1.0 Ry, 12+12 bohr): tau_T=2.4142 limit=2.4142 left-only=2.8284
sigma_E=0.005 Ry d=10 bohr: peak delay=2.8297 energy shift=4.502e-04 Ry
sigma_E=0.005 Ry d=20 bohr: peak delay=2.8319 energy shift=9.515e-04 Ry
sigma_E=0.005 Ry d=40 bohr: peak delay=2.8348 energy shift=1.957e-03 Ry
sigma_E=0.03 Ry: d_c=34.72 bohr
  d=17.36 bohr: over-barrier share=6.41e-12 mean delay=2.954
  d=69.44 bohr: over-barrier share=9.97e-01 mean delay=2505
packet sigma_x=20.0 bohr L=140.0 bohr: int P_barrier dt=1.9074, <tau_d>=1.9069
  transmitted=2.0532e-04 (<|T|^2>=2.0542e-04) delay=2.975 <tau_g>=2.936
adiabatic: 2|T1/T|/V1=9.526 (|tau_z+i tau_d|=9.521) 2|r1|/V1=1.8850
x=0.5: tau_BL*(ln(P+/P-)-2x) extrapolated=1.0415 formula=1.0415
x=1.0: tau_BL*(ln(P+/P-)-2x) extrapolated=2.3280 formula=2.3279
x=2.0: tau_BL*(ln(P+/P-)-2x) extrapolated=6.5041 formula=6.5043
d=10 bohr: w_c=0.09473 Ry w_c*tau_BL=0.9473 w_c*tau_g=0.2679
d=20 bohr: w_c=0.04792 Ry w_c*tau_BL=0.9585 w_c*tau_g=0.1355
d=40 bohr: w_c=0.02438 Ry w_c*tau_BL=0.9752 w_c*tau_g=0.0690
d=80 bohr: w_c=0.01233 Ry w_c*tau_BL=0.9865 w_c*tau_g=0.0349
w=0.05 Ry d=20 bohr: 2|r+|/V1=1.99070 2|r-|/V1=1.79973 T asym=0.7796
w=0.05 Ry d=40 bohr: 2|r+|/V1=1.99070 2|r-|/V1=1.79973 T asym=0.9692
n=+1: k=0.77460 kappa=0.38730 /bohr (kappa-kappa_n)d=1.1270 |T(E+nw)/T|=2.6187
  P/|T|^2: channels 2.9832e-04 first order 2.9826e-04 BL 2.9525e-04
n=-1: k=0.63246 kappa=0.59161 /bohr (kappa-kappa_n)d=-0.9161 |T(E+nw)/T|=0.4234
  P/|T|^2: channels 3.5947e-05 first order 3.5942e-05 BL 3.9958e-05
x=1.000 asymmetry: channels 0.7849 tanh x 0.7616 next order 0.8063 tanh(w tau_g) 0.2755
```
